# A flux-conserving radial method for dots with discontinuous mass: a numerical check

```python
"""
Ground state of a spherical dot with a jump of effective mass.
Result under test: the lowest eigenvalue of a flux-conserving symmetric
radial matrix converges as h^2 to the root of
    k R cot(k R) = 1 - (m_w/m_b) (1 + kappa R),
    k^2 = 2 m_w E,  kappa^2 = 2 m_b (V0 - E).
m_w, m_b : masses in dot and barrier (electron masses);  R : dot radius
V0 : barrier height above the strained dot band edge;  E : ground energy
psi : radial wave function with integral psi^2 r^2 dr = 1;  u = r psi
Functions use atomic units; printed numbers use eV and angstrom.
Material parameters are rough typical values for InAs in GaAs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def matching_energy(m_w, m_b, V0, R, rule="flux"):
    """Ground root; masses may be numbers or functions of energy."""
    def mismatch(E):
        mw = m_w(E) if callable(m_w) else m_w
        mb = m_b(E) if callable(m_b) else m_b
        x = np.sqrt(2 * mw * E) * R
        y = np.sqrt(2 * mb * max(V0 - E, 0.0)) * R
        rhs = {"flux": 1 - mw / mb * (1 + y),   # psi'/m continuous
               "u_over_m": -mw / mb * y,        # u'/m continuous (wrong)
               "slope": -y}[rule]               # psi' continuous (wrong)
        return x * np.cos(x) - rhs * np.sin(x)
    edge_mass = m_w(0.0) if callable(m_w) else m_w
    top = min(V0, np.pi**2 / (2 * edge_mass * R**2))
    return brentq(mismatch, 1e-8 * top, top, xtol=1e-16, rtol=1e-13)


def radial_ground(m_w, m_b, V0, R, cells, box, wrong_mean=False):
    """Shell balance; 'cells' shells in the dot, outer wall at box*R."""
    h, n = R / cells, box * cells
    face = h * np.arange(n + 1)
    volume = (face[1:]**3 - face[:-1]**3) / 3
    inside = np.arange(n) < cells
    mass = np.where(inside, m_w, m_b)
    potential = np.where(inside, 0.0, V0)
    bond_mass = (mass[1:] + mass[:-1]) / 2
    if wrong_mean:
        bond_mass = 2 / (1 / mass[1:] + 1 / mass[:-1])
    G = face[1:-1]**2 / (h * bond_mass)
    wall = face[-1]**2 / (0.5 * h * mass[-1])
    total = np.append(0.0, G) + np.append(G, wall)
    diagonal = potential + 0.5 * total / volume
    off = -0.5 * G / np.sqrt(volume[1:] * volume[:-1])
    E, vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    psi = vec[:, 0] / np.sqrt(volume)
    return E[0], psi * np.sign(psi[0]), volume, (face[1:] + face[:-1]) / 2


def elastic_trace(misfit, nu, bulk_ratio):
    """Stress-balance result for the elastic trace inside the dot (mu = 1)."""
    bulk_matrix = 2 * (1 + nu) / (3 * (1 - 2 * nu))
    return -12 * misfit / (3 * bulk_ratio * bulk_matrix + 4)


def elastic_trace_numeric(misfit, nu, stiffness_ratio):
    """Minimise the elastic energy of dot (radius 1) in a sphere (radius 20)."""
    per_radius, outer = 200, 20
    n = per_radius * outer
    h = 1 / per_radius
    r = (np.arange(n) + 0.5) * h
    dot = r < 1
    mu = np.where(dot, stiffness_ratio, 1.0)
    lam = mu * 2 * nu / (1 - 2 * nu)
    rr = np.array([-np.ones(n) / h, np.ones(n) / h])
    tt = np.array([0.5 / r, 0.5 / r])
    tr = rr + 2 * tt
    weight = h * r**2

    def stiff(a, b):
        return weight * (lam * tr[a] * tr[b]
                         + 2 * mu * (rr[a] * rr[b] + 2 * tt[a] * tt[b]))
    diagonal, off, force = np.zeros(n + 1), np.zeros(n + 1), np.zeros(n + 1)
    diagonal[:-1] += stiff(0, 0)
    diagonal[1:] += stiff(1, 1)
    off[1:] = stiff(0, 1)
    load = weight * (3 * lam + 2 * mu) * misfit * dot
    force[:-1] += load * tr[0]
    force[1:] += load * tr[1]
    band = np.array([off[1:], diagonal[1:]])
    band[0, 0] = 0.0
    disp = np.append(0.0, solveh_banded(band, force[1:]))
    trace = tr[0] * disp[:-1] + tr[1] * disp[1:] - 3 * misfit * dot
    return trace[per_radius // 2], trace[2 * per_radius]


def axial_ground(in_dot, m_w, m_b, V0, dr, dz, nr, nz):
    """Same flux balance in cylindrical coordinates, even in z."""
    rho = (np.arange(nr) + 0.5) * dr
    z = (np.arange(nz) + 0.5) * dz
    P, Z = np.meshgrid(rho, z, indexing="ij")
    inside = in_dot(P, Z)
    mass = np.where(inside, m_w, m_b)
    volume = (P * dr * dz).ravel()
    index = np.arange(nr * nz).reshape(nr, nz)
    g_r = (P[1:] + P[:-1]) / 2 * dz / dr / ((mass[1:] + mass[:-1]) / 2)
    g_z = P[:, 1:] * dr / dz / ((mass[:, 1:] + mass[:, :-1]) / 2)
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = 0.5 * np.concatenate([g_r.ravel(), g_z.ravel()])
    diagonal = np.where(inside, 0.0, V0).ravel()
    diagonal = diagonal + (np.bincount(a, g, nr * nz)
                           + np.bincount(b, g, nr * nz)) / volume
    off = -g / np.sqrt(volume[a] * volume[b])
    every = index.ravel()
    H = coo_matrix((np.concatenate([diagonal, off, off]),
                    (np.concatenate([every, a, b]),
                     np.concatenate([every, b, a])))).tocsc()
    start = np.sqrt(volume) * np.exp(-np.hypot(P, Z).ravel() / (20 * dr))
    return eigsh(H, k=1, sigma=0.0, v0=start, return_eigenvectors=False)[0]


# ---------- rough typical parameters, InAs dot in GaAs ----------
radius_A, m_w, m_b = 50.0, 0.040, 0.067
misfit, nu, offset_eV, a_c_eV = 0.07, 1 / 3, 0.90, -5.0
gap_dot_eV, gap_barrier_eV, permittivity = 0.8, 1.5, 13.0
soft_ratio = 0.8
R = radius_A / BOHR

# ---------- strain ----------
for ratio in (1.0, soft_ratio):
    inner, outer_trace = elastic_trace_numeric(misfit, nu, ratio)
    assert abs(inner / elastic_trace(misfit, nu, ratio) - 1) < 2e-3
    assert abs(outer_trace) < 2e-3 * abs(inner)
inner, _ = elastic_trace_numeric(misfit, 0.25, 1.0)
assert abs(inner / (-2 * misfit * (1 - 0.5) / (1 - 0.25)) - 1) < 2e-3
trace = elastic_trace(misfit, nu, 1.0)
shift_eV = a_c_eV * trace
V0_eV = offset_eV - shift_eV
V0 = V0_eV / HARTREE
print(f"dot radius {radius_A:.1f} angstrom; masses {m_w:.3f}, {m_b:.3f} m_e")
print(f"misfit {misfit:.3f}, Poisson ratio {nu:.4f}")
print(f"unstrained offset {offset_eV:.3f} eV, a_c {a_c_eV:.2f} eV")
print(f"elastic trace in dot {trace:.4f}")
print(f"strain shift {shift_eV:.4f} eV; well depth V0 {V0_eV:.4f} eV")

# ---------- matching solution ----------
E = matching_energy(m_w, m_b, V0, R)
E_eV = E * HARTREE
k, kappa = np.sqrt(2 * m_w * E), np.sqrt(2 * m_b * (V0 - E))
x = k * R
assert 0 < x < np.pi
A2 = 1 / (R / 2 - np.sin(2 * x) / (4 * k) + np.sin(x)**2 / (2 * kappa))
P_out = A2 * np.sin(x)**2 / (2 * kappa)
F = np.sqrt(A2) * (x * np.cos(x) - np.sin(x)) / m_w
print(f"matching energy {E_eV:.8f} eV = {E_eV*1000:.3f} meV")
print(f"binding energy V0-E {V0_eV-E_eV:.5f} eV")
print(f"kR {x:.5f}, kappa R {kappa*R:.5f} (dimensionless)")
print(f"decay length 1/kappa {BOHR/kappa:.3f} angstrom")

# ---------- convergence of the radial matrix ----------
sizes = [25, 50, 100, 200, 400]
grid_E = [radial_ground(m_w, m_b, V0, R, N, 4)[0] for N in sizes]
errors = [(value - E) * HARTREE for value in grid_E]
for N, value, error in zip(sizes, grid_E, errors):
    print(f"h {radius_A/N:.3f} angstrom: E {value*HARTREE:.8f} eV, "
          f"error {error:.3e} eV")
order = np.log2(errors[-2] / errors[-1])
assert abs(order - 2) < 0.1
extrapolated = (4 * grid_E[-1] - grid_E[-2]) / 3
assert abs(extrapolated - E) * HARTREE < 1e-7
print(f"observed order {order:.4f}")
print(f"extrapolated E {extrapolated*HARTREE:.9f} eV, "
      f"error {(extrapolated-E)*HARTREE:.1e} eV")

# other mass ratios, depths (eV) and radii (angstrom)
worst = 0.0
for mw, mb, depth, rad in [(0.10, 0.02, 0.8, 30.0), (0.02, 0.20, 0.4, 60.0)]:
    v, rr = depth / HARTREE, rad / BOHR
    root = matching_energy(mw, mb, v, rr)
    box = int(np.ceil(1 + 14 / (np.sqrt(2 * mb * (v - root)) * rr)))
    e1, e2 = [radial_ground(mw, mb, v, rr, N, box)[0] for N in (200, 400)]
    worst = max(worst, abs((4 * e2 - e1) / 3 - root) * HARTREE)
assert worst < 2e-6
print(f"largest error, two other parameter sets {worst:.1e} eV")

# ---------- slope jump, from nodes of one side at a time ----------
N = 400
_, psi, volume, r = radial_ground(m_w, m_b, V0, R, N, 4)
h = R / N
slope_in = (2 * psi[N-1] - 3 * psi[N-2] + psi[N-3]) / h
slope_out = (-2 * psi[N] + 3 * psi[N+1] - psi[N+2]) / h
assert abs(slope_out / slope_in / (m_b / m_w) - 1) < 2e-3
assert abs(R**2 * slope_in / m_w / F - 1) < 2e-3
print(f"slope ratio out/in: grid {slope_out/slope_in:.5f}, "
      f"m_b/m_w {m_b/m_w:.5f}")

# ---------- wrong interface conditions ----------
for rule, name in (("u_over_m", "u'/m"), ("slope", "psi'")):
    wrong = matching_energy(m_w, m_b, V0, R, rule)
    assert abs(wrong - extrapolated) * HARTREE > 1e-3
    print(f"wrong rule, {name} continuous: E {wrong*HARTREE:.5f} eV, "
          f"off by {(wrong-E)*HARTREE:+.5f} eV")

# ---------- wrong mean of the mass on the interface bond ----------
bad = [radial_ground(m_w, m_b, V0, R, n, 4, True)[0] for n in (200, 400)]
extra = bad[1] - grid_E[-1]
predicted = h * F**2 * (m_b - m_w)**2 / (4 * R**2 * (m_w + m_b))
assert abs(extra / predicted - 1) < 0.03
bad_order = np.log2((bad[0] - E) / (bad[1] - E))
assert abs(bad_order - 1) < 0.1
print(f"wrong mean, h {h*BOHR:.3f} angstrom: extra {extra*HARTREE:.4e} eV, "
      f"predicted {predicted*HARTREE:.4e} eV")
print(f"order with wrong mean {bad_order:.3f}")

# ---------- outer wall ----------
raised = radial_ground(m_w, m_b, V0, R, 200, 2)[0] - grid_E[3]


def wall_shift(L):
    u2 = A2 * np.sin(x)**2 * np.exp(-2 * kappa * (L - R))
    return kappa * u2 / m_b


assert abs(raised / wall_shift(2 * R) - 1) < 0.02
print(f"wall at {2*radius_A:.0f} angstrom: shift {raised*HARTREE:.4e} eV, "
      f"formula {wall_shift(2*R)*HARTREE:.4e} eV")
print(f"wall at {4*radius_A:.0f} angstrom: formula "
      f"{wall_shift(4*R)*HARTREE:.1e} eV")

# ---------- probability outside and sensitivity to V0 ----------
dV = 1e-4 / HARTREE
slope_V = (matching_energy(m_w, m_b, V0 + dV, R)
           - matching_energy(m_w, m_b, V0 - dV, R)) / (2 * dV)
prob = psi**2 * volume
assert abs(slope_V - P_out) < 1e-5
assert abs(prob[N:].sum() - P_out) < 1e-4
print(f"probability outside {P_out:.5f}; dE/dV0 {slope_V:.5f}")

# ---------- binding threshold ----------
beta = m_w / m_b
x0 = brentq(lambda t: t * np.cos(t) - (1 - beta) * np.sin(t), 0.1, 3.1)
V_min = x0**2 / (2 * m_w * R**2)
assert radial_ground(m_w, m_b, 0.9 * V_min, R, 40, 40)[0] > 0.9 * V_min
assert radial_ground(m_w, m_b, 1.2 * V_min, R, 40, 40)[0] < 1.2 * V_min
print(f"threshold k0R {x0:.5f}; least binding depth {V_min*HARTREE:.5f} eV")

# ---------- size of neglected effects ----------
print("neglected effects, change of E unless stated:")


def mass_dot(e):
    return m_w * (1 + e * HARTREE / gap_dot_eV)


def mass_barrier(e):
    return m_b * (1 - (V0 - e) * HARTREE / gap_barrier_eV)


E_np = matching_energy(mass_dot, mass_barrier, V0, R)
check = radial_ground(mass_dot(E_np), mass_barrier(E_np), V0, R, 200, 5)[0]
assert abs(check - E_np) * HARTREE < 5e-5
print(f"gaps used {gap_dot_eV:.2f}, {gap_barrier_eV:.2f} eV; masses at E "
      f"{mass_dot(E_np):.4f}, {mass_barrier(E_np):.4f} m_e")
print(f"nonparabolic bands {(E_np-E)*HARTREE:+.4f} eV")

V_soft = offset_eV - a_c_eV * elastic_trace(misfit, nu, soft_ratio)
E_soft = matching_energy(m_w, m_b, V_soft / HARTREE, R)
print(f"dot bulk modulus x{soft_ratio:.2f}: V0 {V_soft:.4f} eV, "
      f"E {(E_soft-E)*HARTREE:+.4f} eV")
V_ac = offset_eV - (a_c_eV - 1) * trace
E_ac = matching_energy(m_w, m_b, V_ac / HARTREE, R)
print(f"a_c lower by 1 eV: V0 {V_ac:.4f} eV, E {(E_ac-E)*HARTREE:+.4f} eV")

step = R / 25
sphere = axial_ground(lambda p, z: p**2 + z**2 < R**2,
                      m_w, m_b, V0, step, step, 75, 75)
assert abs(sphere - E) * HARTREE < 0.008   # staircase surface, 2 angstrom step
diameter = 16**(1 / 3) * R                 # equal volume, height = diameter/3
a, half = diameter / 2, diameter / 6
disc = axial_ground(lambda p, z: (p < a) & (z < half),
                    m_w, m_b, V0, a / 25, half / 10, 65, 60)
print(f"2D code on the sphere: error {(sphere-E)*HARTREE:+.4f} eV")
print(f"disc {diameter*BOHR:.1f} x {2*half*BOHR:.1f} angstrom: "
      f"E {disc*HARTREE:.4f} eV, change {(disc-E)*HARTREE:+.4f} eV")

below = np.cumsum(prob) - prob
repulsion = np.sum(prob * (2 * below + prob) / r) / permittivity


def enclosed(s):
    if s < R:
        return A2 * (s / 2 - np.sin(2 * k * s) / (4 * k))
    return 1 - P_out * np.exp(-2 * kappa * (s - R))


field = (quad(lambda s: (enclosed(s) / s)**2, 1e-3 * R, R)[0]
         + quad(lambda s: (enclosed(s) / s)**2, R, 10 * R)[0] + 1 / (10 * R))
assert abs(repulsion * permittivity / field - 1) < 1e-3
print(f"second electron, permittivity {permittivity:.1f}: repulsion "
      f"{repulsion*HARTREE:.4f} eV")
kT = const.k * 300 / const.e
print(f"kT at 300 K {kT:.5f} eV; (V0-E)/kT {(V0_eV-E_eV)/kT:.2f}")
print("all tests passed")
```

It prints:

```
dot radius 50.0 angstrom; masses 0.040, 0.067 m_e
misfit 0.070, Poisson ratio 0.3333
unstrained offset 0.900 eV, a_c -5.00 eV
elastic trace in dot -0.0700
strain shift 0.3500 eV; well depth V0 0.5500 eV
matching energy 0.19769746 eV = 197.697 meV
binding energy V0-E 0.35230 eV
kR 2.27792, kappa R 3.93554 (dimensionless)
decay length 1/kappa 12.705 angstrom
h 2.000 angstrom: E 0.19718561 eV, error -5.118e-04 eV
h 1.000 angstrom: E 0.19756924 eV, error -1.282e-04 eV
h 0.500 angstrom: E 0.19766539 eV, error -3.207e-05 eV
h 0.250 angstrom: E 0.19768944 eV, error -8.019e-06 eV
h 0.125 angstrom: E 0.19769546 eV, error -2.005e-06 eV
observed order 2.0000
extrapolated E 0.197697460 eV, error -7.9e-11 eV
largest error, two other parameter sets 7.6e-10 eV
slope ratio out/in: grid 1.67469, m_b/m_w 1.67500
wrong rule, u'/m continuous: E 0.21000 eV, off by +0.01230 eV
wrong rule, psi' continuous: E 0.24501 eV, off by +0.04731 eV
wrong mean, h 0.125 angstrom: extra 5.9712e-05 eV, predicted 5.9699e-05 eV
order with wrong mean 0.949
wall at 100 angstrom: shift 5.7957e-05 eV, formula 5.7915e-05 eV
wall at 200 angstrom: formula 8.4e-12 eV
probability outside 0.10769; dE/dV0 0.10769
threshold k0R 1.26162; least binding depth 0.06064 eV
neglected effects, change of E unless stated:
gaps used 0.80, 1.50 eV; masses at E 0.0496, 0.0510 m_e
nonparabolic bands -0.0058 eV
dot bulk modulus x0.80: V0 0.4962 eV, E -0.0061 eV
a_c lower by 1 eV: V0 0.4800 eV, E -0.0081 eV
2D code on the sphere: error -0.0011 eV
disc 126.0 x 42.0 angstrom: E 0.2413 eV, change +0.0436 eV
second electron, permittivity 13.0: repulsion 0.0288 eV
kT at 300 K 0.02585 eV; (V0-E)/kT 13.63
all tests passed
```
